# Inertial lift on a 100 nm sphere compared with adhesion

**Question.** A sphere 100 nm in diameter touches a wafer in water. The water flows along the surface with a shear rate of one million per second. How large is the inertial lift on the sphere, how does it scale, and can it overcome an adhesion force of about a nanonewton?

**Answer.** The lift needs a model flow, the adhesion a model contact. The sphere is rigid, smooth and held at rest, with radius $a=50$ nm. The wall is the plane $z=0$, and far from the sphere the velocity is $\mathbf u_\infty=\gamma z\,\mathbf e_x$. The fluid has density $\rho$ and viscosity $\mu$ and does not slip on either solid. The formulas are classical and hold in any consistent mechanical units, atomic units included; the numbers are in nm, pN and nN.

## Why the lift is quadratic in the shear rate

The size of inertia relative to viscosity is measured by

$$\mathrm{Re}=\frac{\rho\gamma a^2}{\mu}.$$

At $\mathrm{Re}=0$ the flow obeys the linear Stokes equations. Reversing the shear then reverses every force, so the normal force $F_z$ becomes $-F_z$. But the reversed shear is also the original one turned by half a revolution about the wall normal, and that rotation leaves $F_z$ unchanged. Hence $F_z=0$: viscosity alone gives drag but no lift.

By dimensional analysis the normal force is $\mu\gamma a^2 g(\mathrm{Re})$, and we have just found $g(0)=0$. If the first correction is linear, $g=C\,\mathrm{Re}$, then

$$F_L=C\,\mu\gamma a^2\,\frac{\rho\gamma a^2}{\mu}=C\rho\gamma^2a^4 .$$

The viscosity cancels, although the flow is dominated by it. It remains to show that the linear term exists and to find $C$.

## The lift as an integral

Let $\mathbf v$ be the full velocity and $\mathbf u'=\mathbf v-\mathbf u_\infty$ the disturbance, with stress $\sigma'$. The undisturbed flow has no acceleration, because $\gamma z\,\partial_x(\gamma z\,\mathbf e_x)=0$. Steady momentum balance therefore gives

$$\nabla\cdot\sigma'=\rho\,\mathbf v\cdot\nabla\mathbf v .$$

As a test flow, take the Stokes flow $\mathbf w$, with stress $\hat\sigma$, made by the same sphere moving at unit speed along $\mathbf e_z$. Since $\nabla\cdot\hat\sigma=0$,

$$\nabla\cdot(\sigma'\cdot\mathbf w-\hat\sigma\cdot\mathbf u')=\rho\,\mathbf w\cdot(\mathbf v\cdot\nabla\mathbf v)+\sigma':\nabla\mathbf w-\hat\sigma:\nabla\mathbf u' .$$

The last two terms cancel. Their pressure parts vanish by incompressibility, and their viscous parts are both $2\mu$ times the product of the two strain rates.

Now integrate over the fluid. Both velocities vanish on the wall, and the far surface contributes nothing given the decay shown below. With $\mathbf n$ pointing from the sphere into the fluid, the outward normal of the fluid is $-\mathbf n$, so

$$-\oint\mathbf n\cdot\sigma'\cdot\mathbf w\,dS+\oint\mathbf n\cdot\hat\sigma\cdot\mathbf u'\,dS=\rho\int\mathbf w\cdot(\mathbf v\cdot\nabla\mathbf v)\,dV .$$

On the sphere $\mathbf w=\mathbf e_z$, so the first integral is the normal force from $\sigma'$. The undisturbed stress is uniform and adds no net force on a closed surface. In the second integral $\mathbf u'=-\gamma z\,\mathbf e_x$, while the $x$ component of the axisymmetric traction varies as $\cos\phi$; the integral over $\phi$ is zero. To leading order $\mathbf v$ may be replaced by the Stokes flow $\mathbf u$ past the fixed sphere:

$$F_L=-\rho\int\mathbf w\cdot(\mathbf u\cdot\nabla\mathbf u)\,dV .$$

**Convergence far away.** The velocity due to a point force near a no-slip wall is symmetric under exchange of source and observer. As a function of source height $h$ it must therefore vanish at $h=0$. For a force parallel to the wall it starts as $h$; for a normal force it starts as $h^2$, because incompressibility makes the normal derivative of the normal velocity vanish on the wall. A free point force gives $R^{-1}$ at distance $R$, and each factor $h$ brings another $R^{-1}$. Thus $\mathbf u'\sim R^{-2}$ and $\mathbf w\sim R^{-3}$. (The tangential tractions in the normal motion sum to zero at each height, so they too start at $R^{-3}$.)

The acceleration contains $\mathbf u_\infty\cdot\nabla\mathbf u'\sim R\,R^{-3}=R^{-2}$. The integrand then falls as $R^{-5}$, the volume element grows as $R^2dR$, and the part beyond $R$ is of order $R^{-2}$. The integral converges, which justifies the linear term in $g$.

Stokes flow itself fails where $\rho\gamma u'$ equals $\mu u'/R^2$, at $R\sim a/\sqrt{\mathrm{Re}}$. The part of the integral beyond that distance is a fraction proportional to $\mathrm{Re}$, with a large prefactor: roughly $20\,\mathrm{Re}$. This is an estimate of the tail, not a calculation of the next term.

**Behaviour at the contact.** The force needed to pull a touching sphere off at finite speed diverges, so contact is taken as the limit of a small gap. Near the contact the gap height is about $r^2/(2a)$, and volume conservation gives a radial speed $w_r\sim a/r$. The volume element is $2\pi r\,(r^2/2a)\,dr$, so $w_r\,dV\sim\pi r^2dr$, which is harmless where the acceleration stays bounded.

## The two Stokes flows and the coefficient

Set $\mu=1$ for this section. Let $\mathbf X$ be the position relative to the sphere centre, $s=|\mathbf X|$, and $S_n$ a decaying solid harmonic of degree $-(n+1)$. Two families of Stokes flow without pressure are $\nabla S_n$ and $\nabla\times(\mathbf XS_n)$. A third has pressure $p=S_n$ and velocity

$$c_1s^2\nabla p+c_2\mathbf Xp .$$

Since $\mathbf X\cdot\nabla p=-(n+1)p$, zero divergence requires $-2(n+1)c_1+(2-n)c_2=0$. Since $\nabla^2(s^2\nabla p)=6\nabla p-4(n+2)\nabla p$ and $\nabla^2(\mathbf Xp)=2\nabla p$, the Stokes equation requires $-(4n+2)c_1+2c_2=1$. The solution is

$$c_1=\frac{2-n}{2n(2n-1)},\qquad c_2=\frac{n+1}{n(2n-1)} .$$

Each mode needs an image to cancel its velocity on the wall. Let $\tilde{\mathbf u}(\mathbf x)$ and $\tilde p(\mathbf x)$ be the mode's velocity and pressure evaluated at the mirror point of $\mathbf x$. Define $H=\tilde u_z+z\tilde p/2$. Reflection changes the sign of $\partial_z$, so $\nabla^2\tilde u_z=-\partial_z\tilde p$, while $\nabla^2(z\tilde p/2)=\partial_z\tilde p$; hence $H$ is harmonic. The image is

$$-(\tilde u_x,\tilde u_y,-\tilde u_z)-2H\mathbf e_z+2z\nabla H .$$

The first bracket is a mirrored Stokes flow. The rest has divergence $-2\partial_zH+2\partial_zH=0$ and Laplacian $4\nabla\partial_zH$, the gradient of a pressure. On the wall the mode and the first bracket add up to $2\tilde u_z\mathbf e_z$, and $-2H\mathbf e_z$ removes it.

The amplitudes follow from the velocity on the sphere: $-\gamma z\,\mathbf e_x$ for the shear disturbance, $\mathbf e_z$ for the test flow. They were found by least squares. At fresh surface points the root-mean-square velocity error was at most $1.8\times10^{-4}$, in units of $\gamma a$ or of the test speed.

Write the cylindrical components of $\mathbf u$ as $(U\cos\phi,\,V\sin\phi,\,W\cos\phi)$. The test flow does not depend on $\phi$, so only the angular average of the acceleration matters. Using $\langle\cos^2\phi\rangle=\langle\sin^2\phi\rangle=\tfrac12$, its components are

$$f_r=\tfrac12\left[U\partial_rU+W\partial_zU-\frac{V(U+V)}{r}\right],$$

$$f_z=\tfrac12\left[U\partial_rW+W\partial_zW-\frac{VW}{r}\right].$$

In units $a=\gamma=1$ the coefficient is

$$C=-2\pi\iint(w_rf_r+w_zf_z)\,r\,dr\,dz .$$

For gaps of 0.016, 0.008 and 0.004 radii the integral gives 9.452, 9.355 and 9.307. A quadratic through these points has the contact value

$$C=\frac{8(9.307)-6(9.355)+9.452}{3}=9.26 .$$

The Leighton-Acrivos value of this coefficient is 9.22, which differs by 0.4 percent. A test required agreement within one percent of that value. For an estimate the two are the same number.

## The size of the lift

Take water with $\rho=1000$ kg/m³ and $\mu=1.0$ mPa s. Then

$$\mathrm{Re}=\frac{10^3\times10^6\times(5\times10^{-8})^2}{10^{-3}}=2.5\times10^{-3},$$

so the leading-order formula applies, and

$$F_L=9.26\times10^3\times(10^6)^2\times(5\times10^{-8})^4\ \mathrm N=0.058\ \mathrm{pN}.$$

This is $3.6\times10^{-5}$ eV/angstrom. The fourth power makes the meaning of "100 nm" important: if it were the radius, the lift would be 16 times larger, still below 1 pN.

Inertia becomes comparable with viscosity at about $a/\sqrt{\mathrm{Re}}=20a=1000$ nm. A shear that is uniform up to that height is enough for the estimate, because the region beyond contributes only about 4 percent. The undisturbed speed there is 1 m/s.

## The size of the adhesion

Suppose that atoms attract with pair energy $-K/d^6$, where $d$ is their distance. An atom at height $z$ above a half-space of number density $n_1$ has energy

$$-Kn_1\int_z^\infty d\zeta\int_0^\infty\frac{2\pi q\,dq}{(q^2+\zeta^2)^3}=-Kn_1\int_z^\infty\frac{\pi\,d\zeta}{2\zeta^4}=-\frac{\pi Kn_1}{6z^3}.$$

Multiply by the number density $n_2$ of the sphere and define the Hamaker constant $A=\pi^2Kn_1n_2$. The energy per volume is $-A/(6\pi z^3)$, and the attractive force per volume is $A/(2\pi z^4)$.

Let $D$ be the closest separation and $b=D+2a$. A slice of the sphere at height $z$ has area $\pi(z-D)(b-z)$, so

$$F_A=\frac A2\int_D^b\frac{(z-D)(b-z)}{z^4}\,dz=\frac A2\left[\frac1z-\frac{D+b}{2z^2}+\frac{Db}{3z^3}\right]_D^b .$$

The bracket is $(3b-D)/(6b^2)$ at the upper limit and $(3D-b)/(6D^2)$ at the lower one. Their difference is $(b-D)^3/(6D^2b^2)$, and $b-D=2a$, hence

$$F_A=\frac{2Aa^3}{3D^2(D+2a)^2}\simeq\frac{Aa}{6D^2}\qquad(D\ll a).$$

For an alumina particle on oxide in water, $A=0.1$ eV is a rough typical value. It is an effective constant that includes the screening by the water, not the vacuum pair sum; only the geometry is taken from the derivation above. The cutoff $D=0.4$ nm is an assumed distance of atomic contact; smaller values, down to about 0.165 nm, are also in use. The full formula gives $F_A=0.83$ nN, or 0.52 eV/angstrom. Because of the factor $D^{-2}$, halving the assumed cutoff would raise this about fourfold, so "a nanonewton" is an order of magnitude.

## The comparison and its scaling

The ratio is

$$\frac{F_L}{F_A}=\frac{0.0579\ \mathrm{pN}}{828\ \mathrm{pN}}=7.0\times10^{-5}.$$

Against a round 1 nN it is $5.8\times10^{-5}$. **The lift is too small by a factor of about 14 000**, and no reasonable change of $C$ or $A$ alters that conclusion.

For $D\ll a$ the scaling is

$$\frac{F_L}{F_A}\simeq\frac{6C\rho\gamma^2a^3D^2}{A}.$$

At fixed $A$, $D$ and $a$, equality needs a shear rate larger by $(7.0\times10^{-5})^{-1/2}=120$, that is $1.2\times10^8$ s⁻¹, where $\mathrm{Re}=0.30$. At fixed $A$, $D$ and $\gamma$, it needs a radius larger by $(7.0\times10^{-5})^{-1/3}=24$, about 1.2 µm, where $\mathrm{Re}=1.5$. Both points lie outside the range where the leading-order lift is accurate. They show roughly where lift could matter, not accurate thresholds.

A sphere 1 µm in diameter at the same shear rate is an intermediate case. The leading-order formula gives a lift $10^4$ times larger, 0.58 nN, and the adhesion is ten times larger, about 8.3 nN. The ratio has risen to 0.07. Since $\mathrm{Re}=0.25$, this lift is only an order of magnitude. Lift is negligible for the small particle because of its size, and is not negligible for every particle on a wafer.

## Drag and rolling

That lift fails does not mean that the flow leaves the particle in place. Drag and torque are linear in the shear rate and come from the $n=1$ amplitudes of the same Stokes flow. The mode with $p=x/s^3$ has velocity $\tfrac12(\mathbf e_x/s+x\mathbf X/s^3)$, the flow of a point force $4\pi\mu$; similarly the flow $\mathbf e_y\times\mathbf X/s^3$ belongs to a point torque $8\pi\mu$. At contact the results are

$$F_D=1.70\times6\pi\mu\gamma a^2,\qquad T=0.944\times4\pi\mu\gamma a^3 ,$$

where $T$ is taken about the sphere centre. The drag is 80 pN, and

$$\frac{F_D}{F_L}=\frac{32.1}{9.26\,\mathrm{Re}}\simeq1400 .$$

Drag is still only 0.097 of the adhesion. If the contact resisted sliding with a friction force $fF_A$, the sphere would slide for $f<0.097$.

Rolling is helped by the long lever arm of the drag, which acts at height $a$. Drag and torque turn the sphere in the same sense, so the moment about the contact is

$$M=F_Da+T=(32.06+11.86)\,\mu\gamma a^3=43.9\,\mu\gamma a^3=5490\ \mathrm{pN\,nm}.$$

Adhesion acts on average along the axis of the sphere. To start rolling about the rim of a contact of radius $r_c$, the flow must overcome a moment $F_Ar_c$. This is the most that the adhesion can supply: a smooth elastic contact can also roll by closing in front while it opens behind, which may take a smaller moment. Holding the sphere therefore takes $r_c\geq M/F_A=5490/828=6.6$ nm.

For an elastic contact, Hertz theory with the adhesion as the load gives $r_c^3=3aF_A/(4E^*)$, where

$$\frac1{E^*}=\frac{1-0.22^2}{370\ \mathrm{GPa}}+\frac{1-0.17^2}{70\ \mathrm{GPa}}=\frac1{60.8\ \mathrm{GPa}}.$$

The moduli and Poisson ratios are rough values for alumina and silica. Since 1 GPa is 1 nN/nm²,

$$r_c=\left(\frac{3\times50\times0.828}{4\times60.8}\right)^{1/3}\mathrm{nm}=0.80\ \mathrm{nm}.$$

Using the adhesion simply as a load requires that it hardly deforms the surfaces outside the contact. The measure is the Tabor parameter $[aw^2/(E^{*2}D^3)]^{1/3}$ with $w=F_A/(2\pi a)$, and it is 0.011 here. A radius of 0.8 nm spans only a few atoms, so continuum elasticity gives a size rather than a precise value.

The rolling moment exceeds the holding moment by a factor of 8.3. With this cutoff, and enough friction to prevent sliding, the smooth sphere starts to roll, although the lift is four orders of magnitude too small to raise it. This conclusion is sensitive to the cutoff: since $F_A\propto D^{-2}$ and $r_c\propto F_A^{1/3}$, the ratio of the moments varies as $D^{8/3}$. At $D=0.165$ nm the adhesion is 4.9 nN, the ratio is only 0.8, and the sphere may be held; whether it is depends on how freely the contact can shift. At fixed material constants and cutoff, $M\propto\gamma a^3$, $F_A\propto a$ and $r_c\propto a^{2/3}$, so

$$\frac{M}{F_Ar_c}\propto\gamma a^{4/3}.$$

This falls more slowly with decreasing size than $F_L/F_A\propto\gamma^2a^3$. Rolling is not yet removal: the sphere stays attached unless something else separates it from the wafer. Once it rolls, it is no longer the fixed sphere for which $C$ was computed.

## What a real wafer changes

The example resembles an alumina abrasive particle left after polishing. A shear rate of $10^6$ s⁻¹ is a vigorous flow: 10 m/s across a layer of 10 µm would produce it. A real particle need not be a smooth, perfect sphere, and the shape of its contact can move the adhesion either way.

If one asperity of radius 5 nm carries the particle and holds its body 5 nm further off, the near-contact formula gives 0.083 nN for the asperity and $0.834\,(0.4/5.4)^2=0.005$ nN for the body. Adhesion falls about tenfold, yet lift is still only about $7\times10^{-4}$ of it.

If instead the contact has flattened to a radius $r_f=5$ nm, the attraction per area $\int_D^\infty A\,dz/(2\pi z^4)=A/(6\pi D^3)$ adds a force

$$\frac{Ar_f^2}{6D^3}=\frac{Aa}{6D^2}\,\frac{r_f^2}{aD}=0.834\times\frac{25}{20}\ \mathrm{nN}=1.0\ \mathrm{nN}.$$

Adhesion becomes about 1.9 nN and the holding moment about $1.87\times5=9.4$ nN nm, above the 5.5 nN nm supplied by the flow. If the flat is a permanent one on the particle, which must tip about its edge, the flow alone cannot start the tipping. The hold is short-ranged, however: summing the same attraction over the tilted surface shows that the holding moment falls below 5.5 nN nm at a tilt of about 0.013 rad, and the energy barrier is only about 5 $k_BT$, which thermal motion crosses in far less than a second. The barrier grows quickly with the flat, to about 17 $k_BT$ at $r_f=6$ nm and about 60 $k_BT$ at 8 nm, so in this rigid model it takes a flat somewhat larger than 5 nm to stop rolling. Chemical bonds, also left out, would strengthen the hold further.

Other neglected effects are listed here. The finite gap, thermal escape, weight and heating are small for this example. Surface charge may not be, and unsteady flow sets a condition on how fast the shear may change:

- **Surface charge.** For equal potentials $\psi$, screening length $\lambda$ and permittivity $\epsilon$, linear superposition gives a repulsion $4\pi\epsilon a\psi^2e^{-D/\lambda}/\lambda$. With 50 mV and 10 nm it is 0.11 nN, 13 percent of the adhesion. It is a rough size, since superposition is inaccurate at a gap much smaller than $\lambda$ and 50 mV is beyond the linear range; nonlinear Poisson-Boltzmann theory for the locally flat gap gives about 0.06 nN at constant potential and 0.22 nN at constant charge. Equal potentials are also a special case: alumina and silica carry opposite charges in water over a wide range of pH. The force is then attractive and, depending on how the surfaces regulate their charge, can be anything from a small addition to more than the van der Waals adhesion. That would hold the particle more firmly and leave the conclusion about lift unchanged. The flow also distorts the ion cloud, which can add an electrokinetic normal force; it is not computed here, so 0.06 pN is the inertial lift only.
- **Finite gap.** Placing the sphere at the 0.4 nm cutoff, 0.008 radii, raises the lift by 1 percent.
- **Thermal motion.** The adhesion well is 2.0 eV deep, or 79 $k_BT$ at 293 K, so thermal escape from the surface is strongly suppressed in this model. The barrier to tipping or rolling can be far smaller, as the flattened contact shows.
- **Weight and heating.** The buoyant weight is $1.5\times10^{-5}$ pN. Viscous heating on the scale of the particle is about $4\times10^{-6}$ K.
- **Unsteady flow.** The viscous response time $\rho a^2/\mu$ is 2.5 ns on the scale of the particle. Much of the lift, however, comes from fluid several radii away, and at the distance $20a$ the response time is 400 times longer, 1 µs. The steady formula can be applied at each instant if the shear changes little during that longer time.

The values for the main example are listed in the program. For a sphere held at rest in the stated steady flow, the lift is about 0.06 pN. The adhesion, and above all the resistance to rolling, depend on the state of the contact.

## Numbers as computed

```
rms surface velocity error: 1.8e-04
largest divergence: 3.5e-09
normal force vs series, rel. error: 1.4e-06
lift change with finer quadrature: 6.1e-11
lift coefficient at gap/radius 0.016: 9.452
lift coefficient at gap/radius 0.008: 9.355
lift coefficient at gap/radius 0.004: 9.307
lift coefficient at contact: 9.259
drag/(6 pi mu shear a^2) at contact: 1.7006
torque/(4 pi mu shear a^3) at contact: 0.9440
contact moment/(mu shear a^3): 43.92
radius: 50 nm; shear rate: 1.0e+06 1/s
water density: 1000 kg/m3
water viscosity: 1.0 mPa s
temperature: 293 K
Hamaker constant: 0.10 eV; cutoff: 0.4 nm
moduli: 370 and 70 GPa
Poisson ratios: 0.22 and 0.17
shear Reynolds number: 2.50e-03
undisturbed speed at centre height: 0.050 m/s
lift: 0.0579 pN = 3.61e-05 eV/angstrom
drag: 80.1 pN; drag/lift: 1385
adhesion: 0.828 nN = 0.517 eV/angstrom
adhesion, near-contact formula: 0.834 nN
lift/adhesion: 6.99e-05; lift/(1 nN): 5.79e-05
drag/adhesion: 0.097
shear rate for lift = adhesion: 1.20e+08 1/s
  Reynolds number there: 0.30
radius for lift = adhesion at given shear: 1214 nm
  Reynolds number there: 1.47
moment about contact: 5490 pN nm
lever arm needed to hold: 6.63 nm
reduced modulus: 60.8 GPa; Tabor parameter: 0.011
elastic contact radius: 0.80 nm
rolling moment/holding moment: 8.3
gap effect on lift at cutoff: 1.04 percent
surface potential: 50 mV; screening: 10 nm
double-layer repulsion: 0.107 nN
buoyant weight: 1.5e-05 pN
adhesion well: 2.00 eV = 79 kT
local viscous heating: 4.2e-06 K
viscous response time: 2.5 ns
```
